# Burstein-Moss shift in n-type InSb: parabolic bands and the Kane model, part 2

For n-type InSb at zero temperature, the Burstein-Moss shift $S$ is the excess over the gap $E_g$ of the lowest photon energy absorbed in a direct transition. It is found for independent electrons in isotropic bands, (a) parabolic and (b) in the Kane model; (c) asks whether the factor $1 + m_e/m_h$ of (a) survives, which valence band sets the edge, and how large the refinements are. Inputs: $n=10^{18}\,\text{cm}^{-3}$, $E_g\approx0.24$ eV, band-edge mass $m_e\approx0.014\,m_0$, heavy-hole mass $m_h\approx0.4\,m_0$ (free-electron mass $m_0$), spin-orbit splitting $\Delta\approx0.8$ eV, refractive index $n_r\approx4$. Energies $\varepsilon$ are measured from the conduction-band bottom, $E = E_g + \varepsilon$ from the valence top.

The electrons fill a sphere of radius $k_F = (3\pi^2 n)^{1/3} = 0.3094\ \text{nm}^{-1}$, and
$$\gamma_0 = \frac{\hbar^2k_F^2}{2m_0} = 0.003646\ \text{eV},\quad \gamma = \frac{\hbar^2k_F^2}{2m_e} = 0.2605\ \text{eV},\quad \gamma_h = \frac{\hbar^2k_F^2}{2m_h} = 0.009116\ \text{eV}.$$
The edge is the vertical heavy-hole transition at $k_F$, so $S_{\text{par}} = \gamma + \gamma_h = 0.2696$ eV. A heuristic first estimate put the Fermi energy between about $\gamma/(1 + \gamma/E_g)$ and $\gamma$.

The Kane model couples zone-centre states $S$ (conduction) and $X, Y, Z$ (valence), each with two spins, by
$$H_{kp} = P\sum_j k_j\left(i|S\rangle\langle X_j| - i|X_j\rangle\langle S|\right).$$
Heavy holes are $u{\uparrow}$, $\bar u{\downarrow}$ with $u = (X + iY)/\sqrt2$, $\bar u = (X - iY)/\sqrt2$. For $\mathbf k$ along $z$, $iS{\uparrow}$, $|l\rangle$ (light hole) and $|s\rangle$ (split-off) form the block
$$H = \begin{pmatrix}E_g & \sqrt{2/3}\,Pk & \sqrt{1/3}\,Pk\\ \sqrt{2/3}\,Pk & 0 & 0\\ \sqrt{1/3}\,Pk & 0 & -\Delta\end{pmatrix},$$
giving the cubic
$$E(E - E_g)(E + \Delta) = P^2k^2\left(E + \tfrac23\Delta\right).$$
With $E_P = 2m_0P^2/\hbar^2$, the mass condition and $r$ are
$$P^2 = \frac{\hbar^2}{2m_e}\,\frac{E_g(E_g + \Delta)}{E_g + 2\Delta/3},\qquad r(E) = \frac{E + \Delta}{E + 2\Delta/3}.$$
At $k_F$, without the free-electron term, the root $\varepsilon_\Delta$ solves
$$\varepsilon\,(E_g + \varepsilon)\,r(E_g + \varepsilon) = \gamma\,E_g\,r(E_g).$$
For $\Delta\to\infty$ this becomes the two-band law
$$\varepsilon\left(1 + \frac{\varepsilon}{E_g}\right) = \frac{\hbar^2k^2}{2m_e},$$
$$\varepsilon_F = \frac{E_g}{2}\left[\sqrt{1 + \frac{4\gamma}{E_g}} - 1\right] = 0.1573\ \text{eV},$$
$$S_K = \varepsilon_F + \gamma_h = 0.1664\ \text{eV}.$$

### Why the shift is reduced

The two-band law can be written
$$\varepsilon_F = \frac{\gamma}{1 + \varepsilon_F/E_g}.$$
The denominator exceeds one for any $n > 0$, so $\varepsilon_F < \gamma$. Using $\varepsilon_F < \gamma$ in the denominator gives the opposite bound:
$$\frac{\gamma}{1 + \gamma/E_g} < \varepsilon_F < \gamma .$$
The heuristic denominator of the first estimate was therefore of the right form, but it overstated the energy to be added to $E_g$. The true divisor is $1 + \varepsilon_F/E_g = 1.656$, and $0.2605/1.656 = 0.1573$ eV. The hole term $\gamma_h$ depends only on $k_F$ and $m_h$ and is the same in both models, so the whole reduction $S_{\text{par}} - S_K = \gamma - \varepsilon_F = 0.1031$ eV comes from the conduction band.

The inequality does not rely on $\Delta\to\infty$. Let $G(E) = E\,r(E) = E(E + \Delta)/(E + 2\Delta/3)$. The numerator of its derivative is
$$(2E + \Delta)\left(E + \tfrac23\Delta\right) - E(E + \Delta) = E^2 + \tfrac43\Delta E + \tfrac23\Delta^2 > 0,$$
so $G$ rises with $E$. The finite-$\Delta$ equation reads $\varepsilon_\Delta = \gamma\,G(E_g)/G(E_g + \varepsilon_\Delta)$, which is less than $\gamma$. On the other side, $r(E)$ does not rise with $E$, so $r(E_g)/r(E_g + \varepsilon_\Delta)\ge1$ and $\varepsilon_\Delta(E_g + \varepsilon_\Delta)\ge\gamma E_g = \varepsilon_F(E_g + \varepsilon_F)$. Since $\varepsilon(E_g + \varepsilon)$ rises with $\varepsilon$,
$$\varepsilon_F\le\varepsilon_\Delta<\gamma \qquad\text{for every }\Delta\ge0\text{ at fixed }m_e,$$
within this model and without the free-electron term.

The density of states tells the same story. The number of states per volume below $\varepsilon$ is $N(\varepsilon) = k^3/3\pi^2$ with $k^2 = (2m_e/\hbar^2)\,\varepsilon(1 + \varepsilon/E_g)$. The chain rule, with $\frac{d}{d\varepsilon}\left[\varepsilon(1 + \varepsilon/E_g)\right] = 1 + 2\varepsilon/E_g$, gives
$$g(\varepsilon) = \frac{dN}{d\varepsilon} = \frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon\left(1 + \frac{\varepsilon}{E_g}\right)}\left(1 + \frac{2\varepsilon}{E_g}\right).$$
The parabolic density of states is the limit $E_g\to\infty$, so the ratio at equal energy is $\sqrt{1 + \varepsilon/E_g}\,(1 + 2\varepsilon/E_g)$, which at $\varepsilon_F$ is $\sqrt{1.656}\times2.311 = 2.974$. Because $N\propto\gamma^{3/2}$, the value at the Fermi level can also be written $g(\varepsilon_F) = (3n/2\gamma)(1 + 2\varepsilon_F/E_g) = 0.0133\ \text{eV}^{-1}\text{nm}^{-3}$. A parabolic band filled only to $0.1573$ eV would hold $n(\varepsilon_F/\gamma)^{3/2} = n/1.656^{3/2} = 4.7\times10^{17}\ \text{cm}^{-3}$, less than half of the electrons. At the same $k$ the Kane band rises less steeply than the parabola, although its slope still grows with $k$ towards a constant. At the same energy it therefore has more states per energy interval, and it accommodates all the electrons below that level.

### Limits of the two-band result

With $x = \gamma/E_g$ and $\sqrt{1 + z} = 1 + z/2 - z^2/8 + z^3/16 - \dots$ at $z = 4x$,
$$\varepsilon_F = \frac{E_g}{2}\left(2x - 2x^2 + 4x^3 - \dots\right) = \gamma - \frac{\gamma^2}{E_g} + \frac{2\gamma^3}{E_g^2} - \dots$$
The parabolic result is the leading term, and to leading order in $x$ it exceeds $\varepsilon_F$ by $\gamma^2/E_g$, a fraction $x = \gamma/E_g$ of $\gamma$. The square root has a branch point at $z = -1$, so the series diverges for $|z| > 1$, that is for $\gamma > E_g/4$. Since $\gamma\propto n^{2/3}$, the density at which $\gamma = E_g/4$ is $n\,(4\times1.085)^{-3/2} = 1.1\times10^{17}\ \text{cm}^{-3}$. The present density is beyond it. The first correction alone gives $\gamma - \gamma^2/E_g = -0.022$ eV, a Fermi level below the band edge. Since the series diverges at this density, adding further terms does not help, and the closed root is used instead.

For $x\gg1$, $\sqrt{1 + 4x}\approx2\sqrt x$ and $\varepsilon_F\approx\sqrt{\gamma E_g} - E_g/2$. The leading term is $\hbar k_F\sqrt{E_g/2m_e}$, linear in $k_F$ and so proportional to $n^{1/3}$. The crossover follows from taking the logarithmic derivative of $\varepsilon(E_g + \varepsilon) = \gamma E_g$:
$$d\ln\varepsilon\left(1 + \frac{\varepsilon}{E_g + \varepsilon}\right) = d\ln\gamma, \qquad \frac{d\ln\varepsilon_F}{d\ln\gamma} = \frac{E_g + \varepsilon_F}{E_g + 2\varepsilon_F} = \frac{1.656}{2.311} = 0.7164 .$$
With $d\ln\gamma/d\ln n = 2/3$, the exponent $d\ln\varepsilon_F/d\ln n$ runs from $2/3$ at low density to $1/3$ at high density and equals $\tfrac23\times0.7164 = 0.4776$ here.

### (c) The mass factor

In the Kane model the relation $\gamma_h = (m_e/m_h)\gamma$ still holds, but $\gamma$ is no longer the Fermi energy. Inserting $\gamma = \varepsilon_F(1 + \varepsilon_F/E_g)$,
$$S_K = \left[1 + \frac{m_e}{m_h}\left(1 + \frac{\varepsilon_F}{E_g}\right)\right]\varepsilon_F = (1 + 0.035\times1.656)\,\varepsilon_F = 1.058\times0.1573 = 0.1664\ \text{eV}.$$
The factor $1 + m_e/m_h$ belongs to parabolic bands only. Applied to the Kane Fermi energy it gives $1.035\times0.1573 = 0.1628$ eV and omits the term $(m_e/m_h)\,\varepsilon_F^2/E_g$. The omission is about 2 % of $S_K$, small because $m_e/m_h$ is small.

### Which valence band sets the edge

In terms of $E$ the two-band law is $E^2 - E_gE - \gamma E_g = 0$. The roots add to $E_g$, so the light-hole root is $E_g - (E_g + \varepsilon) = -\varepsilon$, the mirror image of the conduction band. A vertical transition from it at $k_F$ costs $E_g + 2\varepsilon_F$, a shift of $0.3147$ eV. This exceeds the heavy-hole shift whenever $\varepsilon_F > \gamma_h$, which holds here by a wide margin. The split-off band lies below $-\Delta$ and gives a still higher threshold. The heavy hole sets the edge, provided its transition is allowed.

The coupling to light is the momentum operator, and $H_{kp}$ shows that within the eight states $p_x = (m_0/\hbar)\,\partial H/\partial k_x$. For $\mathbf k$ along $z$ and polarization along $x$,
$$\frac{\partial H}{\partial k_x}\,u{\uparrow} = P\,i|S\rangle\langle X|u\rangle{\uparrow} = \frac{P}{\sqrt2}\,iS{\uparrow}.$$
In the two-band limit the conduction state is $a\,iS{\uparrow} + b\,|l\rangle$. The second row of the block gives $\sqrt{2/3}\,Pk\,a = E\,b$, and the two-band law gives $\tfrac23P^2k^2 = \varepsilon E$, so $b^2/a^2 = \varepsilon/E$. Normalization then yields
$$a^2 = \frac{E}{E + \varepsilon} = \frac{E_g + \varepsilon}{E_g + 2\varepsilon} = 0.7164\quad\text{at }k_F .$$
The squared element from $u{\uparrow}$ is $a^2P^2/2$, the partner $\bar u{\downarrow}$ contributes the same to the other conduction state, and the cross elements vanish because the operator conserves spin. The sum is $a^2P^2$. For polarization along $\mathbf k$ the operator $\partial H/\partial k_z$ annihilates $u$ and $\bar u$, so for a polarization at angle $\theta$ to $\mathbf k$ only the transverse part acts and the sum is $a^2P^2\sin^2\theta$. It is nonzero on the whole Fermi sphere except at two points. The transition is allowed, and in the two-band limit its squared matrix element is 0.72 of the zone-centre value. The number of vertical transitions per unit photon energy is finite at $k_F$, so at $T = 0$ the absorption of this model starts with a step.

### Size of the refinements

*Finite spin-orbit splitting.* With $\Delta = 0.8$ eV the mass condition gives
$$E_P = \frac{1}{0.014}\,\frac{0.24\,(0.24 + 0.8)}{0.24 + \tfrac23\times0.8} = 23.05\ \text{eV},$$
and $P^2k_F^2 = E_P\gamma_0$. The largest root of the cubic, found numerically as an eigenvalue of its companion matrix, is $E = E_g + \varepsilon_\Delta$ with $\varepsilon_\Delta = 0.1625$ eV. It can be substituted back by hand into $E\,\varepsilon_\Delta(E + \Delta) = E_P\gamma_0(E + \tfrac23\Delta)$. The shift is $0.1625 + 0.0091 = 0.1716$ eV and the edge is $0.4116$ eV, or $3.01\ \mu$m. This lies about $0.005$ eV, or 3 % of $S_K$, above the two-band value, in the direction proved above. The change is modest although $E/\Delta$ is about one half. The reason is visible in the finite-$\Delta$ equation: $\Delta$ enters only through the ratio $r(E_g)/r(E_g + \varepsilon)$, and $r$ falls only from $3/2$ to $1$ over the whole range $0\le E<\infty$.

*Free-electron term.* The term $\hbar^2k^2/2m_0$ is a multiple of the unit matrix and adds to every eigenvalue. It supplies $1/m_0$ of the band-edge curvature $1/m_e$, so $P^2$ must supply only $1/m_e - 1/m_0$. This lowers $E_P$ by the factor $1 - 0.014$ to $22.73$ eV and replaces $\gamma$ by $\gamma - \gamma_0$ in the finite-$\Delta$ equation. Thus $\varepsilon = \gamma_0 + \varepsilon_\Delta(\gamma - \gamma_0)$, where $\varepsilon_\Delta(\cdot)$ denotes the root as a function of its argument. To first order in $\gamma_0$ the change is $\gamma_0(1 - d\varepsilon_\Delta/d\gamma)$. The two-band slope $d\varepsilon/d\gamma = 1/(1 + 2\varepsilon/E_g) = 1/2.311$ estimates this as about $0.002$ eV. Numerical diagonalization of the $8\times8$ matrix with the term included gives $0.1645$ eV and a shift of $0.1736$ eV, in line with the estimate. The hole energy is unchanged, because $m_h$ is the total curvature of that band. Remote bands would add a further $k^2$ term to the conduction band, whose coefficient the model does not provide.

*Photon momentum.* In the crystal $q = 2\pi n_r/\lambda$, which at $\lambda = 3.05\ \mu$m is $0.00824\ \text{nm}^{-1}$, so $q/k_F = 0.0266$. The final state $\mathbf k$ must have $k\ge k_F$, and the initial state is $\mathbf k - \mathbf q$, with hole energy $\hbar^2(k^2 - 2kq\cos\vartheta + q^2)/2m_h$, where $\vartheta$ is the angle between $\mathbf k$ and $\mathbf q$. This is least for $\vartheta = 0$, where it is $\hbar^2(k - q)^2/2m_h$ and rises with $k$ for $k > q$. The lowest transition is lowered by $\gamma_h\left[1 - (1 - q/k_F)^2\right] = 0.0005$ eV, while transitions in other directions on the Fermi sphere change by $\hbar^2(q^2 - 2k_Fq\cos\vartheta)/2m_h$: they are lowered by less for $\cos\vartheta > q/2k_F$ and raised for $\cos\vartheta < q/2k_F$.

*Temperature.* Keep the band parameters fixed and let $f(\varepsilon) = 1/(e^{(\varepsilon - \mu)/k_BT} + 1)$. Integration by parts gives $n = \int g f\,d\varepsilon = \int N(\varepsilon)(-f')\,d\varepsilon$, the boundary terms vanishing because $N(0) = 0$ and $f$ decays exponentially. The weight $-f'$ is even about $\mu$, has unit area and a width of order $k_BT$. For $\mu\gg k_BT$ the lower limit can be moved to $-\infty$, and expanding $N$ about $\mu$ gives $n\approx N(\mu) + \tfrac12g'(\mu)\langle(\varepsilon - \mu)^2\rangle$. With $y = (\varepsilon - \mu)/k_BT$, the expansion $e^{-y}/(1 + e^{-y})^2 = \sum_{j\ge1}(-1)^{j+1}j\,e^{-jy}$ and $\int_0^\infty y^2e^{-jy}dy = 2/j^3$,
$$\langle y^2\rangle = 2\sum_{j\ge1}(-1)^{j+1}\,\frac{2}{j^2} = 4\cdot\frac{\pi^2}{12} = \frac{\pi^2}{3}.$$
Setting $N(\mu)\approx n + g(\varepsilon_F)(\mu - \varepsilon_F)$ gives the Sommerfeld result, to order $(k_BT)^2$,
$$\mu - \varepsilon_F\approx-\frac{\pi^2}{6}(k_BT)^2\,\frac{g'}{g}, \qquad \frac{g'}{g} = \frac{1 + 2\varepsilon_F/E_g}{2\varepsilon_F(1 + \varepsilon_F/E_g)} + \frac{2}{E_g + 2\varepsilon_F},$$
where the two terms are the logarithmic derivatives of the square root and of the last factor in $g$. Here $g'/g = 2.311/(2\times0.1573\times1.656) + 2/(0.24\times2.311) = 8.042\ \text{eV}^{-1}$. At 77 K, $k_BT = 0.006635$ eV and $\mu - \varepsilon_F = -0.00058$ eV. Solving $n = \pi^{-2}\int k^2f\,dk$ for $\mu$ by adaptive quadrature and bracketed root finding gives the same value to these figures.

The step itself is smeared much more than it is moved. The blocking factor $1 - f$ equals $0.1$ and $0.9$ at $\varepsilon = \mu\mp k_BT\ln9$, since $(1 - f)/f = e^y$ is then $1/9$ and $9$. In terms of $\varepsilon$ the photon energy is $\hbar\omega = E_g + \varepsilon + (m_e/m_h)\,\varepsilon(1 + \varepsilon/E_g)$. For a quadratic function the difference between two points symmetric about $\mu$ is exactly their distance times the slope at $\mu$, so the 10–90 % width is
$$2k_BT\ln9\left[1 + \frac{m_e}{m_h}\left(1 + \frac{2\mu}{E_g}\right)\right] = 0.032\ \text{eV}.$$
At finite temperature the edge has no sharp definition. The value $E_g + S$ marks, up to the small displacement of $\mu$, the point where $1 - f = \tfrac12$, and absorption sets in below it over a range of a few $k_BT$. These figures hold the band parameters fixed. The measured gap of InSb falls by roughly $0.008$ eV between 0 and 77 K, more than ten times the displacement of $\mu$. Lowering $E_g$ by this amount at fixed $P$ moves the finite-$\Delta$ edge down by about $0.006$ eV and raises the shift measured from the new gap by about $0.002$ eV.

## Comparison of the estimate with the exact result

The scaling estimate gave $\gamma = 0.26$ eV as the size of the shift. For parabolic bands this is right apart from the factor $1.035$, which scaling left as an undetermined function of $m_e/m_h$. For the Kane band the estimate is too high: $S_K/S_{\text{par}} = 0.1664/0.2696 = 0.617$, so the parabolic shift is reduced by 38 % of its own value. The heuristic range from $\gamma/(1 + \gamma/E_g)$ to $\gamma$ proved to be a pair of strict bounds on the two-band $\varepsilon_F$. The divisor is $1.656$, between the values $1$ and $1 + 1.085$ that belong to the two ends.

The exponent also changes. Scaling with a single mass forces $n^{2/3}$, while the second energy $E_g$ allows any function of $\gamma/E_g$, and the local exponent of $\varepsilon_F$ has fallen to $0.48$. The closed formulas $S_{\text{par}} = \gamma + \gamma_h$ and $S_K = \varepsilon_F + \gamma_h$, with $\gamma$ and $\gamma_h$ scaled as $n^{2/3}$, give:

| $n$ (cm$^{-3}$) | $S_{\text{par}}$ (eV) | $S_K$ (eV) | ratio |
|---|---|---|---|
| $10^{16}$ | 0.0125 | 0.0120 | 0.956 |
| $10^{17}$ | 0.0581 | 0.0489 | 0.842 |
| $10^{18}$ | 0.2696 | 0.1664 | 0.617 |
| $10^{19}$ | 1.2513 | 0.4742 | 0.379 |

At $10^{16}\ \text{cm}^{-3}$ the parabolic shift exceeds the Kane shift by about 4 % of the parabolic value, as the series predicts: there $x = 1.085\times10^{-4/3} = 0.050$, the first correction gives $x/1.035 = 0.049$, and the first two give $(x - 2x^2)/1.035 = 0.044$. At $10^{17}\ \text{cm}^{-3}$ the series is close to the edge of its convergence. The last row shows the trend of the two-band formula only: there $E_g + \varepsilon_F$ approaches $\Delta$, and the dropped $k^2$ terms grow as $n^{2/3}$, faster than $\varepsilon_F$.

The uncertainty of the inputs is of the same order as the refinements or larger. Changing $m_e$ to $0.013\,m_0$ and $0.015\,m_0$ in the same formulas moves the parabolic shift to $0.2896$ and $0.2522$ eV and the Kane shift to $0.1750$ and $0.1588$ eV. The Kane value is less sensitive because $\gamma\propto1/m_e$ and $d\ln\varepsilon_F/d\ln\gamma = 0.72$, against $1$ for the parabolic band. The spread of about $\pm0.008$ eV around $S_K$ is comparable to the combined rise of $0.007$ eV from finite $\Delta$ and the free-electron term, while the photon momentum and the thermal displacement of $\mu$ are each below $0.001$ eV. All of these are an order of magnitude or more below the $0.10$ eV by which nonparabolicity lowers the shift. To the precision the inputs allow, the shift is $0.27$ eV for parabolic bands and $0.17$ eV in the Kane model, with edges near $2.4\ \mu$m and $3.0\ \mu$m.

These are band-filling shifts of independent electrons in a perfect lattice, and they are not a prediction of a measured edge. The interaction of the electrons with one another and with the ionized donors changes the gap itself. Scattering by impurities or phonons permits transitions that are not vertical and can start from the valence top. Elastic scattering lowers the threshold by up to $\gamma_h$. An emitted phonon takes its energy from the photon and reduces this lowering. An optical phonon of InSb, at roughly $0.024$ eV, exceeds $\gamma_h$, so its emission has a threshold above the vertical one. At finite temperature an absorbed phonon adds its energy to the lowering. The heavy-hole band of a zinc-blende crystal is warped, so $\gamma_h$ depends on direction. With masses of roughly $0.26\,m_0$ along [100] and $0.56\,m_0$ along [111] it runs from $0.014$ to $0.007$ eV, which spreads the step over about $0.007$ eV. The lack of inversion symmetry splits the twofold degeneracy for a general direction of $\mathbf k$, though not along a cube axis. At $k_F$ the terms linear in $\mathbf k$ split the heavy-hole band by less than $0.001$ eV, while terms cubic in $\mathbf k$ from the remote bands split the conduction band by up to a few meV. Both spin sheets fill to the same Fermi level, so this moves the threshold by less than $0.001$ eV. None of these effects is contained in the numbers above. Changes to the heavy-hole band act on a term of $0.009$ eV, about 5 % of $S_K$, whereas the change of the gap by interactions is not bounded by anything in this model.

Numerical values quoted here were computed with a short program.
